# Integrating an Undamped Biaxial Macrospin by Exact Rotations: verification in Python

```python
# RESULT UNDER TEST
# A unit vector m=(x,y,z) with energy E = a x^2 + b z^2 obeys
#     dm/dt = (1/J) m x grad E ,   J = moment / gyromagnetic ratio.
# Each squared component generates an exact rotation about its own axis.
# The symmetric product (half x, full z, half x) keeps |m|, is second order
# in the time step h, and nearly conserves E + h^2 E2 with
#     E2 = [-a^2 b x^2 (y^2-z^2) + 2 a b^2 z^2 (y^2-x^2)] / (3 J^2),
# so its energy error stays of order h^2 over long times.
# Here a = -K_EASY (easy axis x) and b = K_HARD (hard axis z).
# Units: energy eV, time ps, length angstrom, J in eV ps.
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import ellipj, ellipk

HBAR = const.hbar / const.e * 1e12          # eV ps
KB = const.k / const.e                      # eV / K
K_EASY, K_HARD = 1.0, 10.0                  # eV
MOMENT, G_FACTOR = 4.0e5, 2.0               # Bohr magnetons, g
VOLUME, LENGTH = 4.0e6, 600.0               # angstrom^3, angstrom
ALPHA, TEMP, EXCHANGE = 0.01, 300.0, 0.006  # Gilbert, K, eV/angstrom
SPIN = MOMENT / G_FACTOR                    # units of hbar
J = SPIN * HBAR
A_X, B_Z = -K_EASY, K_HARD
TWO_SQUARES = ((0, A_X), (2, B_Z))
Z0 = 0.2
START = (math.sqrt(1 - Z0**2), 0.0, Z0)
OTHER_AXES = ((1, 2), (2, 0), (0, 1))


def energy(m):
    return A_X * m[0]**2 + B_Z * m[2]**2


def second_energy(m):
    x2, y2, z2 = m[0]**2, m[1]**2, m[2]**2
    return (-A_X**2 * B_Z * x2 * (y2 - z2)
            + 2 * A_X * B_Z**2 * z2 * (y2 - x2)) / (3 * J**2)


def twist(m, axis, coeff, t):
    """Exact flow of coeff * m[axis]^2 for time t."""
    j, k = OTHER_AXES[axis]
    angle = 2 * coeff * m[axis] * t / J
    c, s = math.cos(angle), math.sin(angle)
    new = list(m)
    new[j] = c * m[j] + s * m[k]
    new[k] = c * m[k] - s * m[j]
    return new


def symmetric_step(m, h, squares=TWO_SQUARES):
    for axis, coeff in squares[:-1]:
        m = twist(m, axis, coeff, h / 2)
    m = twist(m, squares[-1][0], squares[-1][1], h)
    for axis, coeff in reversed(squares[:-1]):
        m = twist(m, axis, coeff, h / 2)
    return m


def plain_step(m, h):
    return twist(twist(m, 0, A_X, h), 2, B_Z, h)


def run(m, h, n, squares=TWO_SQUARES):
    for _ in range(n):
        m = symmetric_step(m, h, squares)
    return np.array(m)


def torque_from_definition(m, energy_function):
    """Central differences with a wide step are exact for quadratics."""
    grad = [(energy_function(m + 0.5 * e) - energy_function(m - 0.5 * e))
            for e in np.eye(3)]
    return np.cross(m, grad) / J


def integrate(rhs, m, t):
    sol = solve_ivp(lambda _, v: rhs(v), (0, t), m, method="DOP853",
                    rtol=1e-12, atol=1e-13)
    assert sol.success
    return sol.y[:, -1]


# --- each single-square flow against direct integration of its equation
generic = np.array([0.48, 0.60, 0.64])
for axis in range(3):
    direct = integrate(lambda v: torque_from_definition(
        v, lambda u: 3.0 * u[axis]**2), generic, 50.0)
    assert np.allclose(direct, twist(generic, axis, 3.0, 50.0), atol=1e-9)

# --- component equations of motion against the definition
def torque(m):
    x, y, z = m
    return (2 * B_Z * y * z / J, 2 * (A_X - B_Z) * x * z / J,
            -2 * A_X * x * y / J)


assert np.allclose(torque(generic), torque_from_definition(generic, energy),
                   atol=1e-13)

# --- elliptic-function solution against direct integration
X0 = START[0]
Y_MAX = Z0 * math.sqrt(1 + K_HARD / K_EASY)
OMEGA = 2 * X0 * math.sqrt(K_EASY * (K_EASY + K_HARD)) / J
K_SQUARED = K_HARD * Z0**2 / (K_EASY * X0**2)
assert K_SQUARED < 1
PERIOD = 4 * ellipk(K_SQUARED) / OMEGA


def exact(t):
    sn, cn, dn, _ = ellipj(OMEGA * t, K_SQUARED)
    return np.array([X0 * dn, -Y_MAX * sn, Z0 * cn])


for t in (37.0, 200.0, PERIOD):
    direct = integrate(lambda v: torque_from_definition(v, energy), START, t)
    assert np.allclose(direct, exact(t), atol=1e-8)
assert np.allclose(exact(PERIOD), START, atol=1e-10)

# --- second order at fixed time, for two squares and for three squares
T_FIXED = 200.0
STEPS = (4.0, 2.0, 1.0, 0.5)
shift = 5.0
three_squares = ((0, A_X + shift), (1, shift), (2, B_Z + shift))


def direction_error(h, squares=TWO_SQUARES):
    end = run(START, h, round(T_FIXED / h), squares)
    return np.linalg.norm(end - exact(T_FIXED))


errors = [direction_error(h) for h in STEPS]
order_two = math.log2(errors[2] / errors[3])
assert abs(order_two - 2) < 0.05
errors_three = [direction_error(h, three_squares) for h in (1.0, 0.5, 0.25)]
order_three = math.log2(errors_three[1] / errors_three[2])
assert abs(order_three - 2) < 0.1

# --- time symmetry of the step
back = symmetric_step(symmetric_step(generic, 2.0), -2.0)
assert np.allclose(back, generic, atol=1e-14)

# --- nested brackets worked out symbolically
x, y, z, a, b, js = sp.symbols("x y z a b J")


def bracket(f, g):
    gf = sp.Matrix([sp.diff(f, v) for v in (x, y, z)])
    gg = sp.Matrix([sp.diff(g, v) for v in (x, y, z)])
    return sp.expand(sp.Matrix([x, y, z]).dot(gg.cross(gf)) / js)


part_a, part_b = a * x**2, b * z**2
assert sp.expand(bracket(part_a, part_b) - 4*a*b*x*y*z/js) == 0
nested = (-bracket(bracket(part_b, part_a), part_a) / 24
          + bracket(bracket(part_a, part_b), part_b) / 12)
nested_value = float(nested.subs({x: generic[0], y: generic[1],
                                  z: generic[2], a: A_X, b: B_Z, js: J}))
assert abs(nested_value / second_energy(generic) - 1) < 1e-10


# --- energy errors: E at order 2, modified energy at order 4
def energy_errors(h, total, step=symmetric_step, m=START):
    e0, mod0 = energy(m), energy(m) + h**2 * second_energy(m)
    worst = worst_mod = 0.0
    for _ in range(round(total / h)):
        m = step(m, h)
        e = energy(m)
        worst = max(worst, abs(e - e0))
        worst_mod = max(worst_mod, abs(e + h**2 * second_energy(m) - mod0))
    return worst, worst_mod


e_h2, mod_h2 = energy_errors(2.0, 4000.0)
e_h1, mod_h1 = energy_errors(1.0, 4000.0)
order_energy = math.log2(e_h2 / e_h1)
order_modified = math.log2(mod_h2 / mod_h1)
assert abs(order_energy - 2) < 0.1
assert abs(order_modified - 4) < 0.3
plain_1 = energy_errors(1.0, 4000.0, plain_step)[0]
plain_half = energy_errors(0.5, 4000.0, plain_step)[0]
order_plain = math.log2(plain_1 / plain_half)
assert abs(order_plain - 1) < 0.1


def worst_defect(h):
    worst = 0.0
    for t in np.linspace(0, PERIOD, 200):
        m = exact(t)
        n = symmetric_step(m, h)
        worst = max(worst, abs(energy(n) - energy(m) + h**2
                               * (second_energy(n) - second_energy(m))))
    return worst


order_defect = math.log2(worst_defect(1.0) / worst_defect(0.5))
assert abs(order_defect - 5) < 0.2

# --- leading bound on the energy error, from many starting directions
bound = abs(A_X * B_Z) * (abs(A_X) + 2 * abs(B_Z)) / (6 * J**2)
rng = np.random.default_rng(3)
worst_random = 0.0
for _ in range(40):
    v = rng.normal(size=3)
    v = (v / np.linalg.norm(v)).tolist()
    worst_random = max(worst_random, energy_errors(1.0, 400.0, m=v)[0])
assert worst_random < bound

# --- long run: length and energy
N_LONG, N_EARLY = 300000, 10000
m, e_start = START, energy(START)
early = late = length_error = 0.0
for i in range(N_LONG):
    m = symmetric_step(m, 1.0)
    late = max(late, abs(energy(m) - e_start))
    length_error = max(length_error, abs(
        math.sqrt(m[0]*m[0] + m[1]*m[1] + m[2]*m[2]) - 1))
    if i == N_EARLY - 1:
        early = late
assert late < 1.05 * early
# rounding only: at most a few units of machine precision per rotation
assert length_error < 3 * N_LONG * 4 * np.finfo(float).eps

# --- direction error grows in proportion to time
h_period = PERIOD / 200
err_10 = np.linalg.norm(run(START, h_period, 2000) - START)
err_20 = np.linalg.norm(run(START, h_period, 4000) - START)
assert 1.8 < err_20 / err_10 < 2.2


# --- Heun's method, also second order, for comparison
def heun(n, h, restore_length):
    m = START
    for _ in range(n):
        f = torque(m)
        g = torque([m[i] + h * f[i] for i in range(3)])
        m = [m[i] + h * (f[i] + g[i]) / 2 for i in range(3)]
        if restore_length:
            size = math.sqrt(m[0]**2 + m[1]**2 + m[2]**2)
            m = [c / size for c in m]
    return m


heun_10 = abs(energy(heun(10000, 1.0, True)) - e_start)
heun_20 = abs(energy(heun(20000, 1.0, True)) - e_start)
heun_length = abs(np.linalg.norm(heun(20000, 1.0, False)) - 1)
assert heun_20 > 3 * late and 1.5 < heun_20 / heun_10 < 3
assert heun_length > 1e-6


# --- neglected effect 1: Gilbert damping
def damped(m):
    tau = torque_from_definition(np.asarray(m), energy)
    return (tau + ALPHA * np.cross(m, tau)) / (1 + ALPHA**2)


d = 1e-5
jac = np.array([(damped(np.array([1.0, *(d * e)]))
                 - damped(np.array([1.0, *(-d * e)])))[1:] / (2 * d)
                for e in np.eye(2)]).T
decay_rate = ALPHA * (2 * K_EASY + K_HARD) / J
assert abs(-np.linalg.eigvals(jac).real[0] / decay_rate - 1) < 1e-3
damping_loss = e_start - energy(integrate(damped, START, PERIOD))
assert damping_loss > 10 * late

# --- neglected effect 2: thermal spread in the well around +x
kt = KB * TEMP
zg = np.linspace(-1, 1, 2001)[:, None]
pg = np.linspace(-np.pi / 2, np.pi / 2, 1001)[None, :]
xg, yg = np.sqrt(1 - zg**2) * np.cos(pg), np.sqrt(1 - zg**2) * np.sin(pg)
weight = np.exp(-(K_EASY * (1 - xg**2) + K_HARD * zg**2) / kt)
thermal_y = math.sqrt((weight * yg**2).sum() / weight.sum())
thermal_estimate = math.sqrt(kt / (2 * K_EASY))
assert abs(thermal_y / thermal_estimate - 1) < 0.05

# --- neglected effect 3: lowest non-uniform mode along the length
k_exchange = EXCHANGE * VOLUME * (math.pi / LENGTH)**2
mode_ratio = math.sqrt((K_EASY + k_exchange) * (K_EASY + K_HARD + k_exchange)
                       / (K_EASY * (K_EASY + K_HARD)))
cells = 60
lap = 2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1)
lap[0, 0] = lap[-1, -1] = 1
stiff = EXCHANGE * VOLUME * lap * (cells / LENGTH)**2
zero, unit = np.zeros((cells, cells)), np.eye(cells)
dynamic = 2 / J * np.block([[zero, -((K_EASY + K_HARD) * unit + stiff)],
                            [K_EASY * unit + stiff, zero]])
freqs = np.sort(np.abs(np.linalg.eigvals(dynamic).imag))[::2]
assert abs(freqs[1] / freqs[0] / mode_ratio - 1) < 1e-3


# --- neglected effect 4: quantum zero-point spread of y
def zero_point(s):
    return math.sqrt(math.sqrt(1 + K_HARD / K_EASY) / (2 * s))


s_test = 200
my = np.arange(s_test, -s_test - 1, -1.0)     # quantised along y
raising = np.diag(np.sqrt(s_test * (s_test + 1) - my[1:] * (my[1:] + 1)), 1)
sz = (raising + raising.T) / 2
sx_squared = -(raising - raising.T) @ (raising - raising.T) / 4
_, vec = np.linalg.eigh((-K_EASY * sx_squared + K_HARD * sz @ sz) / s_test**2)
spread = math.sqrt((vec[:, 0]**2 * my**2).sum()) / s_test
assert abs(spread / zero_point(s_test) - 1) < 0.03

# --- numbers for the text
print(f"easy-axis barrier K_e = {K_EASY:.1f} eV")
print(f"hard-axis energy K_h = {K_HARD:.1f} eV")
print(f"moment = {MOMENT:.1e} Bohr magnetons, g = {G_FACTOR:.1f}")
print(f"spin length J = {SPIN:.1e} hbar = {J:.3f} eV ps")
print(f"volume = {VOLUME:.1e} A^3, length = {LENGTH:.0f} A")
print(f"start (x,y,z) = {START[0]:.6f}, {START[1]:.1f}, {START[2]:.1f}")
print(f"starting energy = {e_start:.4f} eV")
half = twist(START, 0, A_X, 0.5)
full = twist(half, 2, B_Z, 1.0)
print(f"first step 1 ps, angle 1 (x) = {2*A_X*START[0]*0.5/J:.6f} rad")
print(f"first step 1 ps, angle 2 (z) = {2*B_Z*half[2]/J:.6f} rad")
print(f"first step 1 ps, angle 3 (x) = {2*A_X*full[0]*0.5/J:.6f} rad")
one, ref = symmetric_step(START, 1.0), exact(1.0)
print("after one step: " + ", ".join(f"{c:.8f}" for c in one))
print("elliptic, 1 ps: " + ", ".join(f"{c:.8f}" for c in ref))
print(f"elliptic k^2 = {K_SQUARED:.5f}")
print(f"Omega = {OMEGA:.6f} rad/ps")
print(f"largest |y| = {Y_MAX:.4f}")
print(f"in-plane swing = {math.degrees(math.asin(Y_MAX)):.1f} deg")
print(f"period = {PERIOD:.3f} ps, frequency = {1000/PERIOD:.3f} GHz")
small = math.pi * J / math.sqrt(K_EASY * (K_EASY + K_HARD))
print(f"small-swing period = {small:.3f} ps")
for h, err in zip(STEPS, errors):
    print(f"direction error at {T_FIXED:.0f} ps, h = {h} ps: {err:.3e}")
print(f"observed order, two squares = {order_two:.3f}")
print(f"three squares, common shift = {shift:.1f} eV")
print(f"three squares, error for h = 1 ps: {errors_three[0]:.3e}")
print(f"observed order, three squares = {order_three:.3f}")
print(f"max energy error in 4000 ps, h = 2 ps: {e_h2:.3e} eV")
print(f"max energy error in 4000 ps, h = 1 ps: {e_h1:.3e} eV")
print(f"modified-energy variation, h = 2 ps: {mod_h2:.3e} eV")
print(f"modified-energy variation, h = 1 ps: {mod_h1:.3e} eV")
print(f"orders: energy {order_energy:.3f}, modified {order_modified:.3f}")
print(f"order of modified-energy change per step = {order_defect:.3f}")
print(f"unsymmetrised energy error, h = 1 ps: {plain_1:.3e} eV")
print(f"unsymmetrised order = {order_plain:.3f}")
print(f"leading energy bound, h = 1 ps: {bound:.3e} eV")
print(f"worst of 40 random starts, h = 1 ps: {worst_random:.3e} eV")
print(f"long run = {N_LONG} steps of 1 ps = {N_LONG/PERIOD:.0f} periods")
print(f"max energy error, first {N_EARLY} steps: {early:.4e} eV")
print(f"max energy error, whole run: {late:.4e} eV")
print(f"max length error, whole run: {length_error:.1e}")
print(f"direction error, h = period/200, 10 periods: {err_10:.3e}")
print(f"direction error, h = period/200, 20 periods: {err_20:.3e}")
print(f"Heun, length restored, energy error 10 ns: {heun_10:.3e} eV")
print(f"Heun, length restored, energy error 20 ns: {heun_20:.3e} eV")
print(f"Heun, length free, length error 20 ns: {heun_length:.3e}")
print(f"damping alpha = {ALPHA}, decay time = {1/decay_rate:.0f} ps")
print(f"energy lost to damping in one period = {damping_loss:.4f} eV")
print(f"kT at {TEMP:.0f} K = {kt:.5f} eV, K_e/kT = {K_EASY/kt:.1f}")
print(f"thermal rms y = {thermal_y:.4f} (harmonic {thermal_estimate:.4f})")
print(f"exchange stiffness = {EXCHANGE} eV/A")
print(f"exchange energy of first mode = {k_exchange:.3f} eV")
print(f"first non-uniform / uniform frequency = {mode_ratio:.3f}")
print(f"quantum zero-point rms y = {zero_point(SPIN):.5f}")
print("finished without a failed check")
```

It prints:

```
easy-axis barrier K_e = 1.0 eV
hard-axis energy K_h = 10.0 eV
moment = 4.0e+05 Bohr magnetons, g = 2.0
spin length J = 2.0e+05 hbar = 131.642 eV ps
volume = 4.0e+06 A^3, length = 600 A
start (x,y,z) = 0.979796, 0.0, 0.2
starting energy = -0.5600 eV
first step 1 ps, angle 1 (x) = -0.007443 rad
first step 1 ps, angle 2 (z) = 0.030385 rad
first step 1 ps, angle 3 (x) = -0.007439 rad
after one step: 0.97929843, -0.03274080, 0.19975643
elliptic, 1 ps: 0.97929880, -0.03272975, 0.19975639
elliptic k^2 = 0.41667
Omega = 0.049370 rad/ps
largest |y| = 0.6633
in-plane swing = 41.6 deg
period = 144.966 ps, frequency = 6.898 GHz
small-swing period = 124.695 ps
direction error at 200 ps, h = 4.0 ps: 4.544e-03
direction error at 200 ps, h = 2.0 ps: 1.118e-03
direction error at 200 ps, h = 1.0 ps: 2.785e-04
direction error at 200 ps, h = 0.5 ps: 6.957e-05
observed order, two squares = 2.001
three squares, common shift = 5.0 eV
three squares, error for h = 1 ps: 3.480e-03
observed order, three squares = 2.000
max energy error in 4000 ps, h = 2 ps: 8.114e-04 eV
max energy error in 4000 ps, h = 1 ps: 2.026e-04 eV
modified-energy variation, h = 2 ps: 1.481e-06 eV
modified-energy variation, h = 1 ps: 9.231e-08 eV
orders: energy 2.002, modified 4.004
order of modified-energy change per step = 5.000
unsymmetrised energy error, h = 1 ps: 9.047e-03 eV
unsymmetrised order = 1.015
leading energy bound, h = 1 ps: 2.020e-03 eV
worst of 40 random starts, h = 1 ps: 1.906e-03 eV
long run = 300000 steps of 1 ps = 2069 periods
max energy error, first 10000 steps: 2.0259e-04 eV
max energy error, whole run: 2.0259e-04 eV
max length error, whole run: 6.9e-14
direction error, h = period/200, 10 periods: 6.408e-04
direction error, h = period/200, 20 periods: 1.282e-03
Heun, length restored, energy error 10 ns: 2.740e-03 eV
Heun, length restored, energy error 20 ns: 5.474e-03 eV
Heun, length free, length error 20 ns: 3.436e-03
damping alpha = 0.01, decay time = 1097 ps
energy lost to damping in one period = 0.0934 eV
kT at 300 K = 0.02585 eV, K_e/kT = 38.7
thermal rms y = 0.1145 (harmonic 0.1137)
exchange stiffness = 0.006 eV/A
exchange energy of first mode = 0.658 eV
first non-uniform / uniform frequency = 1.326
quantum zero-point rms y = 0.00288
finished without a failed check
```
